The reaction-path Hamiltonian and its vibrationally adiabatic limit, part 2

A molecule tunnels between two equivalent minima along a gently curved path a(s), with stiff vibrations across it. We seek the one-dimensional operator that survives when these vibrations are fast. The bare estimate uses only ½p² and the potential V₀(s) on the path. An accompanying program checks the formulas.

Hartree atomic units are used (ħ = 1), with mass-weighted coordinates, so lengths are in mₑ^½ bohr. Here s is arc length, a prime means d/ds, and v = a′ is the unit tangent. The path is a gradient line: ∇V is along v on it. The orthonormal normal modes L_k(s), orthogonal to v, have frequencies ω_k, and x = a(s) + Σ_k Q_k L_k(s). The potential is

V = V₀(s) + ½Σ_k ω_k² Q_k² + O(Q³). (1)

The curvature couplings are B_kF = L_k′·v and the mode-mode couplings are B_kl = L_k′·L_l = −B_lk. The curvature κ = |a″| obeys κ² = ΣB_kF², with a″ = −ΣB_kF L_k. Let η = 1 + ΣQ_k B_kF, which must be positive, ∂_k = ∂/∂Q_k and D = ∂_s − Σ_{k,l} B_kl Q_k ∂_l. With p = −i∂_s, Π = −iD and P_k = −i∂_k, the kinetic energy in Euclidean space, acting on φ normalised with ds dQ, is

T = ½Π η⁻² Π + ½ΣP_k² − κ²/(8η²) + D²η/(4η³) − 5(Dη)²/(8η⁴). (6)

The classical Hamiltonian is

H = Π²/(2η²) + V₀(s) + Σ_k (½P_k² + ½ω_k²Q_k²). (4)

For a free molecule with total angular momentum J = 0, its kinetic energy needs the classical correction

T(J=0) − T of (4) = ½jᵀI⁻¹j − ½p² cᵀI⁻¹c + O(Q³), j = 2cp + π, π = ΣQ_kP_lζ_kl. (7)

Here I is the inertia tensor at a(s), c = ΣQ_kc_k, c_k = L_k × v and ζ_kl = L_k × L_l, where × denotes the sum over atoms of the cross products.

**The vibrationally adiabatic limit**

Let ℓ be the shortest length over which V₀, ω_k and the couplings change, with |B| ≲ 1/ℓ, and let ε = ω^(−½)/ℓ be the ratio of the oscillator length to it. Assume ε ≪ 1, p² ≲ ω, variations of V₀ no larger than of order ω, and no small differences among the transverse levels that are coupled. The Hamiltonian is (6) plus (1) without cubic terms, in the Euclidean case.

Expand φ = Σ_m f_m(s) χ_m(Q; s) in real products χ_m of oscillator functions with energies E_m = Σ(m_k + ½)ω_k. Since D(fχ) = f′χ + f Dχ, the operator Π becomes the channel matrix p − iA with A_mn = ⟨χ_m|Dχ_n⟩. This matrix is real, and it is antisymmetric because ⟨χ_m|χ_n⟩ is constant and the Q part of D has no divergence. With β = ΣB_kFQ_k, η⁻² = 1 − 2β + 3β² − …, where β is of order ε and A of order εω^½. Multiplying out ½(p − iA)η⁻²(p − iA) and sorting,

order 1: ½p² + V₀ + E_m;

order ε: W = −pβp − (i/2)(pA + Ap);

order ε²: (3/2)pβ²p − ½A² + i(pβA + Aβp) − κ²/8.

The other pieces of the extra potential in (6) are of order ε³ and odd in Q, or of order ε⁴. W has no diagonal element. At order 1 the channels decouple, and for quanta n

H₀ = ½p² + V_a(s), V_a = V₀ + Σ(n_k + ½)ω_k. (10)

This is the vibrationally adiabatic limit. Its corrections need A.

With Q = (a + a†)/(2ω)^½ and ∂ = (ω/2)^½(a − a†), one has Q∂ = ½(a² − aa† + a†a − a†²) = ½(a² − a†² − 1). An oscillator function has the form ω^¼h(ω^½Q), so ∂χ/∂ω = (Q∂ + ½)χ/(2ω) = (a² − a†²)χ/(4ω). Using antisymmetry of B and ∂ = iP,

Dχ = Σ_k (ω_k′/4ω_k)(a_k² − a_k†²)χ − iΣ_{k<l} B_kl Λ_kl χ, Λ_kl = Q_kP_l − Q_lP_k.

With ρ = (ω_l/ω_k)^½, a for mode k and b for mode l, and P = i(ω/2)^½(a† − a),

Λ = (i/2)[ρ(a + a†)(b† − b) − ρ⁻¹(b + b†)(a† − a)] = (i/2)[(ρ − ρ⁻¹)(a†b† − ab) + (ρ + ρ⁻¹)(ab† − a†b)].

Each term of Dχ_n reaches a different state, so there are no cross terms in sums of squares. A changes the total number of quanta by an even number and β by an odd number.

The diagonal second-order terms come first. The term i(pβA + Aβp) is odd in Q and has no diagonal element. The average ⟨β²⟩ = ΣB_kF²(n_k + ½)/ω_k gives an inverse mass

μ⁻¹_diag = 1 + 3Σ_k B_kF²(n_k + ½)/ω_k. (11)

The term −½(A²)_nn equals ½Σ_m A_mn². The stretch part gives ½(ω′/4ω)²[n(n − 1) + (n + 1)(n + 2)] = (ω′/ω)²(n² + n + 1)/16. For the mixing part let r = ρ² + ρ⁻², X = (n_k + 1)(n_l + 1) + n_kn_l and Y = n_k(n_l + 1) + (n_k + 1)n_l. Then 4⟨Λ²⟩ = (r − 2)X + (r + 2)Y = r(X + Y) − 2(X − Y), with X + Y = 4(n_k + ½)(n_l + ½) and X − Y = 1. Therefore

U = −κ²/8 + Σ_k (ω_k′/ω_k)²(n_k² + n_k + 1)/16 + ½Σ_{k<l} B_kl²[(n_k + ½)(n_l + ½)(ω_k/ω_l + ω_l/ω_k) − ½]. (12)

For the ground state the last bracket is (ω_k − ω_l)²/(4ω_kω_l). It vanishes for equal frequencies, as it must, because turning the axes of an isotropic ground state does nothing.

The coupling W contributes at the same order through −Σ_m W_nm(E_m − E_n)⁻¹W_mn. The exact denominator also contains the slow operator minus the energy. Acting on W_mn f this is a commutator, with two parts. The commutator with ½p² is smaller than E_m − E_n by a factor of order p/(ℓω) ≲ ε. The commutator with V_a replaces one p in W by V_a′, a relative factor |V_a′|/(pω). For p² ~ ω this is of order ε, and for a low state in a well of frequency ω_s it is of order ω_s/ω, which V_a″ ≲ ω/ℓ² also makes ≲ ε. Both parts are dropped here. The β and A parts of W reach states of opposite parity and do not interfere. For the A part, W_nmW_mn = −A_nmA_mn p² = A_mn²p², so the inverse mass changes by −2ΣA_mn²/(E_m − E_n). The stretch terms have gaps ±2ω and give −2(ω′/4ω)²[(n + 1)(n + 2) − n(n − 1)]/(2ω) = −ω′²(2n + 1)/(8ω³). In the mixing terms, a†b† and ab have gaps ±(ω_k + ω_l) and weights differing by (n_k + 1)(n_l + 1) − n_kn_l = n_k + n_l + 1. The operators a†b and ab† have gaps ±(ω_k − ω_l) and weights differing by (n_k + 1)n_l − n_k(n_l + 1) = n_l − n_k. With (ρ ∓ ρ⁻¹)² = (ω_k ∓ ω_l)²/(ω_kω_l),

δμ⁻¹ = −Σ_k ω_k′²(2n_k + 1)/(8ω_k³) − Σ_{k<l} [B_kl²/(2ω_kω_l)] [(ω_k − ω_l)²(n_k + n_l + 1)/(ω_k + ω_l) + (ω_k + ω_l)²(n_l − n_k)/(ω_k − ω_l)]. (13)

For the ground state δμ⁻¹ ≤ 0, because the transverse wave function must be dragged along and this adds inertia. For n_k ≠ n_l the last term diverges as ω_k → ω_l. For n_k = n_l > 0 it vanishes, but states such as (1,1), (2,0) and (0,2) still become degenerate and mix strongly, so the second-order formulas fail there too. Whenever n_k + n_l > 0, two nearly degenerate modes coupled by B_kl must therefore be treated as coupled channels.

For the β part, ⟨n+1|Q|n⟩² = (n + 1)/(2ω) with gap ω and ⟨n−1|Q|n⟩² = n/(2ω) with gap −ω, so n cancels. With W_k = p B_kF(2ω_k)^(−½) p,

H_eff = ½ p μ⁻¹ p + V_a + U − Σ_k W_k ω_k⁻¹ W_k, μ⁻¹ = μ⁻¹_diag + δμ⁻¹. (14)

For slowly varying coefficients the last term is −b p⁴ with b = ΣB_kF²/(2ω_k²). It also follows classically: ½ω²Q² − B Q p² has its minimum −B²p⁴/(2ω²) at Q = Bp²/ω². The term is unbounded below at large p, where the expansion has failed, and it is used only as a first-order perturbation.

The remainder is of order ε⁴ by a counting argument. Every power of ε comes from one factor B_kF, B_kl or d/ds (ω′ and V₀′ included). Invariance under Q → −Q, B_kF → −B_kF makes the number of B_kF even. H is real, so H_eff is real and, in symmetric ordering, even in p. Relabelling s → −s reverses p, d/ds and B_kl but not B_kF, so the number of B_kl and d/ds factors is even too. Odd orders therefore vanish, including the first correction to the denominators. Different Hermitian orderings in (14) differ by two derivatives of an ε² coefficient, which is ε⁴. This is an asymptotic statement and not a bound. The Gaussian average of η⁻² diverges formally at η = 0, so its expansion in powers of β does not converge, though the weight there is exponentially small. Convergence of the full series is not claimed.

For a real molecule at least four further contributions can enter at order ε². The J = 0 term (7) has relative size Q²/I, which is of order ε² when the mass-weighted size of the molecule is comparable to ℓ. The quantum J = 0 operator also carries an extra potential that appears in neither (6) nor (7) and does not vanish at Q = 0. For a nonlinear molecule on a pure dilation path, where c_k = 0, it is Watson's term, −tr(I⁻¹)/8 on the path. It is of order 1/I, and so under the same assumption of the same order as −κ²/8. The cubic terms dropped in (1) are of order εω if V varies on the scale ℓ, and they act in second order, alone and together with β. The quartic terms are of order ε²ω by the same scaling and act in first order. Equation (14) is the complete second-order limit of (6) with (1), and not of the full molecular problem.

The program isolates each coupling and diagonalises. For a ring (curvature only), halving κ divides the error of (14) by 16.02 for both n = 0 and n = 1. For a straight twisted guide (B₁₂ only), halving B₁₂ divides it by 15.95, 15.82 and 15.69 for n = (0,0), (1,0) and (0,2). For a straight guide with modulated frequency, the stretch term of (13) lowers the largest error among the levels between 0.9 and 1.5 (n = 0) or between 2.0 and 2.5 (n = 1) from 2.5×10⁻⁵ to 3.9×10⁻⁸ for n = 0 and from 7.6×10⁻⁵ to 7.9×10⁻⁸ for n = 1, in units of the mean frequency. The ε⁴ scaling was not tested in this third case.

**Corner cutting**

From the ground channel, the first-order amplitude in the state with one quantum in mode k is −W₁₀f/ω_k = +B_kF(2ω_k)^(−½)(p²f)/ω_k. Multiplying by 2⟨0|Q|1⟩ = 2(2ω_k)^(−½) and dividing by f,

⟨Q_k⟩(s) ≈ B_kF p²_loc/ω_k², p²_loc = (p²f)/f. (15)

Since ΣB_kFL_k = −a″ points away from the centre of curvature, the component of the shift in that direction is proportional to p²_loc ΣB_kF²/ω_k². At this order it is outward in allowed regions and inward under the barrier, where p²_loc < 0. Near a turning point p²_loc passes through zero, and higher-order terms can then decide the sign. They can also dominate ⟨Q_k⟩ for a mode whose B_kF is nearly zero. In the WKB limit of (14), p² = −|p|² gives ½μ⁻¹|p|² + b|p|⁴ = V_a + U − E. At fixed E, both the curvature term in (11) and the term in b lower |p| and so reduce the barrier action.

**Worked example**

The model has round parameters. The path is a circle of radius R = 60 mₑ^½ bohr in cylindrical coordinates (r, θ, z), with θ = s/R and

V₀ = 0.005 (2cos θ − 1)² E_h,

ω₁ = 0.015[1 − 0.2(cos θ − ½)] E_h, ω₂ = 0.008[1 + 0.2(cos θ − ½)] E_h,

L₁ = cos α e_r + sin α e_z, L₂ = −sin α e_r + cos α e_z, α = 1 − cos θ.

The potential is defined as (1) with no cubic terms, so the circle is a gradient line. From e_r′ = v/R one finds B₁F = cos α/R, B₂F = −sin α/R and B₁₂ = α′ = sin θ/R. The minima of V₀ lie at θ = ±π/3, s = ±62.83 mₑ^½ bohr, where V₀″ = 6 × 0.005/R² gives a well frequency of 0.002887 E_h. The transverse modes are in their ground state.

At the saddle, θ = 0: ω₁ = 0.0135, ω₂ = 0.0088 and V_a = 0.005 + ½(0.0135 + 0.0088) = 0.01615 E_h. Only B₁F = 0.016667 is non-zero, so μ⁻¹ − 1 = 1.5 × 0.016667²/0.0135 = 0.0309, U = −0.016667²/8 = −3.47×10⁻⁵ E_h and b = 0.016667²/(2 × 0.0135²) = 0.762 E_h⁻¹. The curvature part of ε² near the saddle is κ²/ω₁ = 0.021. The variation of V₀ supplies a separate small parameter, the ratio of the well frequency to ω₁ and ω₂ at the minimum, 0.19 and 0.36.

At the minimum of V₀: ω₁ = 0.015, ω₂ = 0.008, V_a = 0.0115 E_h, α = 0.5, B₁F = 0.014626, B₂F = −0.007990 and B₁₂ = 0.014434. The curvature term is 1.5(0.014626²/0.015 + 0.007990²/0.008) = 0.0334. The mixing terms are −0.014434² × 0.007²/(2 × 0.015 × 0.008 × 0.023) = −1.85×10⁻³ in μ⁻¹ and 0.014434² × 0.007²/(8 × 0.015 × 0.008) = 1.06×10⁻⁵ E_h in U. Both modes have |ω′/ω| = 0.2 × 0.014434, which gives 2(0.2 × 0.014434)²/16 = 1.04×10⁻⁶ E_h in U and −(0.2 × 0.014434)²(1/0.015 + 1/0.008)/8 = −2.0×10⁻⁴ in μ⁻¹. Between these two points V_a rises by 0.01615 − 0.0115 = 0.00465 E_h (1021 cm⁻¹), less than the bare 0.005 E_h.

The reference is a three-dimensional diagonalisation of the Laplacian in cylindrical coordinates. Two grids are required to agree within 10⁻³ relative in the splitting and 10⁻⁸ E_h in the ground energy. The splittings, and their ratios to the exact one, are:

bare V₀: 4.41×10⁻⁶ E_h = 0.968 cm⁻¹, ratio 0.579

zeroth order (10): 6.56×10⁻⁶ E_h = 1.441 cm⁻¹, ratio 0.861

diagonal terms (11), (12): 7.57×10⁻⁶ E_h = 1.661 cm⁻¹, ratio 0.992

with the mass terms (13): 7.54×10⁻⁶ E_h = 1.655 cm⁻¹, ratio 0.989

full second order (14): 7.56×10⁻⁶ E_h = 1.658 cm⁻¹, ratio 0.991

exact: 7.63×10⁻⁶ E_h = 1.674 cm⁻¹

The second-order operator reduces the error from 14 % to 0.9 % of the exact splitting. Nearly all of the gain comes with the diagonal terms. These contain the 3 % increase of μ⁻¹ and also a lowering of the barrier, since U is −3.47×10⁻⁵ E_h at the saddle and −3.47×10⁻⁵ + 1.06×10⁻⁵ + 0.10×10⁻⁵ = −2.3×10⁻⁵ E_h at the minimum. The two effects were not separated.

Two features of the list go against a first reading of (14). In the ordering written in (14), the full second-order splitting is not closer to the exact one than the diagonal result: (13) lowers the ratio by 0.003 and the p⁴ term restores only 0.002. All three values lie within 0.33 % of each other and about 1 % low. The first omitted diagonal term, 5⟨β⁴⟩ = 15κ⁴/(4ω₁²) = 3.75 × 0.0206² = 0.0016 at the saddle, is one twentieth of the retained 0.031 and has the sign that raises the splitting. That such fourth-order terms account for the remaining 0.9 % is a conjecture. The other feature is that the p⁴ term changes the splitting by only 0.2 %, although locally it is not negligible. With p²_loc = −0.00628 E_h near the saddle, b p⁴ = 0.762 × 0.00628² = 3.0×10⁻⁵ E_h. The WKB statement above holds at fixed E, but the same term lowers the ground energy from 0.01284709 to 0.01284124 E_h, by 5.9×10⁻⁶ E_h, and a lower E raises |p| along the whole barrier. This shift opposes the fixed-E effect. The term also changes the classical frequency of the motion in the well at the energy of the level, which multiplies the WKB exponential, so the shift is not the only other contribution, and the three were not separated. The program asserts only that the net change is an increase. Its size is not fixed at this order: the ordering −½(b p⁴ + p⁴ b), which differs from (14) only at order ε⁴, raises the ratio from 0.989 to 0.996 instead of 0.991, so differences of a few tenths of a per cent among these entries lie within the omitted terms.

For the ground energy each group of terms in (14) gives a visible step. The exact value is 0.01284110 E_h, and the absolute error falls from 9.0×10⁻⁶ E_h at zeroth order to 1.5×10⁻⁷ E_h with (14), the largest step coming from the p⁴ term. That step is the largest because the two diagonal contributions, about +2.3×10⁻⁵ E_h from μ⁻¹ and −2.4×10⁻⁵ E_h from U, nearly cancel. For this low level p² is of the order of the well frequency, which is proportional to 1/R, so b p⁴ scales as R⁻⁴, the same order as the omitted terms. In the ordering −½(b p⁴ + p⁴ b) the error is 2.3×10⁻⁶ E_h. This residue is smaller than a single omitted fourth-order term: the next diagonal piece of −κ²/(8η²), −(κ²/8)·3⟨β²⟩, is −3.47×10⁻⁵ × 0.0334 = −1.2×10⁻⁶ E_h at the minimum. The 1.5×10⁻⁷ E_h therefore reflects a cancellation among higher-order terms in this example and is not the accuracy to expect in general. The inward shift is seen directly in the exact wave function. At θ = 0.056, equation (15) gives 0.016667 × (−0.006282)/0.0135² = −0.574 mₑ^½ bohr, and the exact ⟨Q₁⟩ is −0.554 mₑ^½ bohr, smaller in magnitude by 3.5 % of the prediction. The agreement is poorer away from the saddle: predicted and exact values are −0.417 and −0.353 at θ = 0.31, −0.184 and −0.131 at θ = 0.52, and −0.31 and −0.13 at θ = 1.65, beyond the outer turning point. The program and its output follow.

Numbers as computed

```
curve: eta 0.866042, T metric 0.8141984976, T path 0.8141984976 (model units)
curve: T phi Cartesian -0.9371321180, path -0.9371321180, pseudopot -0.137083
4 atoms: max error BF 3.7e-09, B_kl 7.2e-09, B_kl without c term 4.6e-02
4 atoms, halving Q: J=0 defect /4.00, after correction /8.01, V rest /7.99
ring n=0: errors 5.656e-08 3.530e-09, ratio 16.02
ring n=1: errors 4.694e-07 2.929e-08, ratio 16.02
twist n=(0, 0): errors 7.705e-08 4.829e-09, ratio 15.95
twist n=(1, 0): errors -2.283e-05 -1.443e-06, ratio 15.82
twist n=(0, 2): errors 9.391e-05 5.986e-06, ratio 15.69
modulated n=0: max error diagonal 2.51e-05, with mass term 3.90e-08
modulated n=1: max error diagonal 7.59e-05, with mass term 7.85e-08
model: R 60.0 me^1/2 bohr, Vb 0.005 Eh, w1 0.015 Eh, w2 0.008 Eh, modulation 0.2
minima at s = +-62.832 me^1/2 bohr, well frequency of V0 0.002887 Eh
saddle: w1 0.01350 w2 0.00880 Va 0.016150 Eh, alpha 0.000 rad
  BF1 0.016667 BF2 -0.000000 B12 0.000000 (me^1/2 bohr)^-1
  muinv-1: curvature 0.03086 mixing -0.00e+00 stretch -0.00e+00
  U: curvature -3.472e-05 mixing 0.000e+00 stretch 0.000e+00 Eh
  p^4 coefficient 0.7621 Eh^-1
minimum: w1 0.01500 w2 0.00800 Va 0.011500 Eh, alpha 0.500 rad
  BF1 0.014626 BF2 -0.007990 B12 0.014434 (me^1/2 bohr)^-1
  muinv-1: curvature 0.03336 mixing -1.85e-03 stretch -2.00e-04
  U: curvature -3.472e-05 mixing 1.063e-05 stretch 1.042e-06 Eh
  p^4 coefficient 0.9742 Eh^-1
Va(saddle)-Va(path minimum) 0.004650 Eh = 1020.6 cm^-1
bare V0: E0 0.00137757 Eh, splitting 4.4127e-06 Eh = 0.9685 cm^-1, ratio to exact 0.5786
zeroth order: E0 0.01285011 Eh, splitting 6.5644e-06 Eh = 1.4407 cm^-1, ratio to exact 0.8607
diagonal: E0 0.01284847 Eh, splitting 7.5667e-06 Eh = 1.6607 cm^-1, ratio to exact 0.9921
plus mass terms: E0 0.01284709 Eh, splitting 7.5422e-06 Eh = 1.6553 cm^-1, ratio to exact 0.9889
second order: E0 0.01284124 Eh, splitting 7.5560e-06 Eh = 1.6584 cm^-1, ratio to exact 0.9907
exact 3D: E0 0.01284110 Eh, splitting 7.6268e-06 Eh = 1.6739 cm^-1, ratio to exact 1.0000
E0 error: zeroth 9.01e-06 Eh, second order 1.46e-07 Eh
near saddle, theta 0.0561 rad: local p^2 -0.006282 Eh, kappa^2/w1 0.0206
  <Q1> predicted -0.574, exact -0.554 me^1/2 bohr
```
